# Interaction strength and double occupancy from a Brinkman-Rice mass enhancement

## Problem

Some correlated oxides switch between a metal and an insulator in which electrons are localized by their mutual repulsion. A simple model of the metallic side is the one-band Hubbard model

\[
H=\sum_{i\ne j,\sigma}t_{ij}\,c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U>0 ,
\]

with one electron per site on average (half filling), no magnetic order, and zero temperature. Let \(e_0<0\) be the band energy per site at \(U=0\), both spins included, measured from the band centre. Let \(d\) be the probability that a site holds two electrons. Use the Gutzwiller approximation, in which correlations between sites generated by the projection are dropped.

(a) Find the factor \(q(d)\) by which correlation reduces the hopping energy.

(b) Minimize the energy. Find \(d\) and the critical interaction \(U_c\) at which \(d\) vanishes.

(c) Relate the quasiparticle mass \(m^*\) to the uncorrelated band mass \(m\).

(d) A metal has \(m^*/m=5\). Find \(U/U_c\) and \(d\), and see how they change if the mass ratio is 4 or 6.

(e) Convert the result to electronvolts for a semicircular band of half-width \(D=1\) eV.

(f) For these numbers, estimate the effects of virtual hopping, a temperature of 300 K, a second orbital, and correlations between sites.

## Solution

### (a) The hopping factor

Start from the uncorrelated ground state \(|\Phi_0\rangle\), in which the lower half of the band is filled for each spin. On each site the two spins are independent and each is present with probability 1/2, so the four configurations (empty, up, down, double) each have probability 1/4.

The trial state is \(\prod_iP_i|\Phi_0\rangle\). The operator \(P_i\) multiplies empty and double configurations by \(\lambda_e\) and single ones by \(\lambda_s\). At half filling there are as many empty sites as double ones, so the new probabilities are \(d\) for empty, \(d\) for double, and \(1/2-d\) for each single spin. Hence

\[
\frac{\lambda_e^2}{4}=d,\qquad \frac{\lambda_s^2}{4}=\frac12-d
\quad\Rightarrow\quad
\lambda_e=2\sqrt d,\qquad \lambda_s=2\sqrt{\tfrac12-d}.
\]

Adding an up electron turns empty into up, or down into double. Either way one of the two configurations carries \(\lambda_e\) and the other \(\lambda_s\). Therefore

\[
P_i\,c^\dagger_{i\sigma}P_i=\lambda_e\lambda_s\,c^\dagger_{i\sigma}
=4\sqrt{d\left(\tfrac12-d\right)}\;c^\dagger_{i\sigma}.
\]

The same factor multiplies \(c_{j\sigma}\) on the other site of the hop. The hopping energy is thus multiplied by

\[
q(d)=16\,d\left(\tfrac12-d\right)=8d(1-2d).
\]

At \(d=1/4\) this is 1, as it must be without correlation. At \(d=0\) it is zero: with every site singly occupied, no electron can move without creating a double occupancy.

What has been dropped comes from the factors

\[
P_i^2=1+x\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),\qquad x=4(4d-1).
\]

The average of each is 1, but the average of a product over two sites is not. With \(\tau=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle\) real, each spin contributes the density correlation \(-\tau^2\), so a pair gives \(1+x^2\tau^4\). How large is this with \(z\) equivalent neighbours? In \(|\Phi_0\rangle\) every band state is either occupied or empty, so the matrix of amplitudes \(\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle\) has only the eigenvalues 1 and 0 and equals its own square. Its diagonal element then gives \(\sum_{j\ne i}\tau_{ij}^2=1/2-1/4=1/4\), so \(\tau^2\le1/(4z)\) for a neighbour. Since \(|x|\le4\) for \(0\le d\le1/4\), the pair terms of all neighbours add up to at most \(zx^2\tau^4\le1/z\). This shows why the approximation is aimed at lattices with many neighbours.

### (b) Energy and critical interaction

The energy per site is

\[
E(d)=e_0\,q(d)+Ud=-|e_0|\,(8d-16d^2)+Ud .
\]

Its derivative vanishes when

\[
-8|e_0|+32|e_0|d+U=0
\quad\Rightarrow\quad
d=\frac14-\frac{U}{32|e_0|}.
\]

The second derivative is \(32|e_0|>0\), so this is a minimum. It reaches \(d=0\) at

\[
U_c=8|e_0|,\qquad\text{and}\qquad d=\frac14\left(1-\frac{U}{U_c}\right)\quad (U\le U_c).
\]

For \(U>U_c\) the stationary point lies at negative \(d\), which is not allowed, and the minimum stays at \(d=0\). This is the Brinkman-Rice insulator.

Write \(u=U/U_c\) and insert the minimum:

\[
q=8\cdot\frac{1-u}{4}\left(1-\frac{1-u}{2}\right)
=2(1-u)\,\frac{1+u}{2}=1-u^2 .
\]

With \(U=8|e_0|u\), the energy is

\[
E=-|e_0|(1-u^2)+2|e_0|u(1-u)
=|e_0|(1-u)\left[-(1+u)+2u\right]
=-|e_0|(1-u)^2 .
\]

### (c) The mass

Move one electron from band state \(\mathbf k\) to \(\mathbf k'\) without changing its spin. On a lattice of \(N\) sites this changes the uncorrelated energy per site by \(\delta e_0=(\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k})/N\). The densities are unchanged, so the function \(q(d)\) is unchanged too. The value of \(d\) may readjust, but

\[
\frac{dE}{de_0}=\frac{\partial E}{\partial e_0}+\frac{\partial E}{\partial d}\,\frac{dd}{de_0}=q+0,
\]

because \(E\) is stationary in \(d\). The total energy changes by \(N q\,\delta e_0=q(\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k})\). All energy differences in the band shrink by \(q\), and with them the Fermi velocity, while the density of states at the Fermi level grows by \(1/q\). The curvature is a poor measure at half filling, since for nearest-neighbour hopping on a cubic lattice its trace vanishes on the Fermi surface. The mass defined from the Fermi velocity or from the low-temperature specific heat obeys

\[
\frac{m^*}{m}=\frac1q=\frac{1}{1-(U/U_c)^2}.
\]

Here \(m\) is the mass of the uncorrelated band, not the free-electron mass. A measured mass must be divided by the band value before this formula is used.

### (d) Inverting the mass ratio

Setting \(m^*/m=5\) gives

\[
1-u^2=\frac15,\qquad u^2=\frac45,\qquad
\frac{U}{U_c}=\frac{2}{\sqrt5}\approx0.894 .
\]

The positive root is taken because the interaction is repulsive. The double occupancy is

\[
d=\frac14\left(1-\frac{2}{\sqrt5}\right)\approx\frac{0.1056}{4}\approx0.0264 .
\]

The interaction is about 89 percent of critical. About 2.6 percent of the sites are doubly occupied, the same fraction is empty, and 94.7 percent hold one electron. The double occupancy is 10.6 percent of its uncorrelated value 1/4. Substitution confirms it: \(8(0.02639)(1-0.05279)\approx0.200\).

One could also solve \(8d(1-2d)=1/5\) directly:

\[
16d^2-8d+\frac15=0\quad\Rightarrow\quad d=\frac{1\pm\sqrt{4/5}}{4}.
\]

The upper root, 0.474, exceeds 1/4. By the formula for \(d\) in part (b) it would require \(U<0\), so it is discarded.

The two limits show what the mass can reveal. For small \(u\), \(m^*/m\approx1+u^2\), while \(d\) falls linearly in \(u\); within the approximation the mass is then a weak indicator of the interaction. The approximation understates this term: for the band of part (e) at \(U=1\) eV it gives \(m^*/m=1.10\), while dynamical mean-field theory gives about 1.4. Close to the transition, \(q=(1-u)(1+u)\approx2(1-u)=8d\), so

\[
\frac{m^*}{m}\approx\frac{1}{8d}.
\]

For a ratio of 5 this gives \(d\approx0.025\), about 5 percent below the full result.

| \(m^*/m\) | \(U/U_c\) | \(d\) |
|---|---|---|
| 4 | 0.866 | 0.0335 |
| 5 | 0.894 | 0.0264 |
| 6 | 0.913 | 0.0218 |

An uncertainty of one unit in the mass ratio moves \(U/U_c\) by about 2 to 3 percent of its value, but \(d\) by 17 to 27 percent. The reason is that \(d\) measures the small distance \(1-u\).

### (e) Energies for a semicircular band

The density of states per spin is \(\rho(\varepsilon)=2\sqrt{D^2-\varepsilon^2}/(\pi D^2)\). At half filling the lower half is occupied, so

\[
e_0=2\int_{-D}^{0}\varepsilon\,\rho(\varepsilon)\,d\varepsilon
=-\frac{4}{\pi D^2}\int_0^D\varepsilon\sqrt{D^2-\varepsilon^2}\,d\varepsilon
=-\frac{4}{\pi D^2}\,\frac{D^3}{3}=-\frac{4D}{3\pi}.
\]

For \(D=1\) eV, \(e_0=-0.424\) eV. Then \(U_c=8(0.4244)=3.40\) eV and \(U=0.8944(3.395)=3.04\) eV. The quasiparticle band has half-width \(qD=0.20\) eV.

The energy of the metal is a small difference of larger terms:

\[
E=qe_0+Ud=-84.9+80.2=-4.7\ \text{meV per site}.
\]

At fixed \(U\) and fixed band shape, \(U_c\) is proportional to \(D\). Narrowing the bare band by about 11 percent, to \(D\approx0.89\) eV, would therefore bring the metal to its zero-temperature transition within the approximation. These numbers belong to the Gutzwiller approximation, not to the Hubbard model itself. Dynamical mean-field theory, which is exact for infinitely many neighbours, solved without magnetic order for the same band with five bath sites (seven give the same \(U\) and \(d\) to the digits shown), reaches \(m^*/m=5\) already at \(U\approx2.2\) eV, with \(d\approx0.07\). It places the transition near 3 eV, so that \(U/U_c\) is about 0.7 to 0.75. At \(U=3.04\) eV the model is then at or very near its transition.

### (f) What the approximation leaves out

**Virtual hopping.** The approximate insulator has \(d=0\) and \(E=0\). In a real Hubbard insulator electrons still make brief visits to neighbouring sites. On one bond with amplitude \(t\), the spin singlet couples with strength \(2t\) to a doubly occupied state at energy \(U\). Second-order perturbation theory lowers it by \(4t^2/U\). The triplets are blocked by the Pauli principle. Random spins form a singlet with probability 1/4, so the average is \(-t^2/U\) per bond. With \(z/2\) bonds per site, and with \(zt^2\) equal to the second moment \(D^2/4\) of the band,

\[
E_{\rm virt}=-\frac{zt^2}{2U}=-\frac{D^2}{8U}\approx-41\ \text{meV},\qquad
d_{\rm virt}=\frac{dE_{\rm virt}}{dU}=\frac{D^2}{8U^2}\approx0.014 .
\]

This \(d\) is half of that found for the metal at the same \(U\), and the energy is almost nine times the metal's \(-4.7\) meV in size. Neither number can simply be added to the metal's result, since short-range correlations lower the metal's energy too. They do show that the vanishing of \(d\) at \(U_c\) belongs to the approximation.

**Temperature.** At 300 K, \(kT=25.9\) meV. Free spins in the insulator have entropy \(k\ln2\) per site and contribute \(-kT\ln2=-17.9\) meV. For the metal, treat the quasiparticles as independent fermions with \(q\) held fixed. Electrons and holes of both spins contribute equally, which gives

\[
\Delta F=-4kT\int_0^D\rho(\varepsilon)\ln\!\left(1+e^{-q\varepsilon/kT}\right)d\varepsilon=-6.9\ \text{meV}.
\]

The metal's total is \(-11.6\) meV, above the insulator's \(-17.9\) meV. Holding \(q\) fixed is not self-consistent at this temperature: if \(d\) is minimized again with the same quasiparticle free energy, the metallic minimum disappears between 120 and 150 K, so the 300 K value is only indicative. That free energy tends to \(-2kT\ln2\) as \(q\to0\), twice the free-spin value, so it overcounts the entropy of a narrow band. The range just given is therefore not reliable either, and for the same reason the fixed-\(q\) curve falls below the insulator's again near 830 K. The order found at zero temperature is reversed, and in this estimate the two are equal near 90 K. Since the omitted virtual-hopping energies are larger than these differences, 90 K is a warning about the zero-temperature formula, not a predicted transition temperature.

**A second orbital.** Take two equivalent half-filled orbitals per site, each with the same band, and the same repulsion \(U\) between every pair of electrons. Let \(a_m^2\) be the probability of \(m\) electrons on a site. There are \(\binom4m\) configurations with \(m\) electrons, each of uncorrelated probability 1/16, so their multiplier is \(\lambda_m=4a_m/\sqrt{\binom4m}\). The amplitude factor \(\sqrt q\) is the average of \(\lambda_m\lambda_{m+1}\) over the eight configurations of the other three spin-orbitals. With \(a_0=a_4=b\), \(a_1=a_3=a\) and \(a_2=c\),

\[
\sqrt q=\frac18\sum_{m=0}^{3}\binom3m\lambda_m\lambda_{m+1}=2ab+\sqrt6\,ac,
\qquad
E=-2|e_0|q+U(a^2+4b^2),
\]

where \(e_0\) is the energy per orbital and the interaction is \(U(m-2)^2/2\), up to a constant at fixed filling. Near the transition \(c\to1\) and \(b\) is of order \(a^2\), so \(q\approx6a^2\) and \(E\approx(U-12|e_0|)a^2\). Hence \(U_c=12|e_0|=5.09\) eV. Numerical minimization gives \(m^*/m=5\) at \(U=4.43\) eV, or \(U/U_c=0.870\). The ratio moves little from 0.894, but the inferred \(U\) rises by 46 percent. This holds only without Hund's coupling. With a rotationally invariant (Kanamori) interaction, \(J=0.1U\) and inter-orbital repulsion \(U-2J\), the same approximation gives a first-order transition at \(U\approx2.6\) eV, below the one-band \(U_c\), where \(q\) jumps from about 0.39 to zero; the stable metal then never reaches \(m^*/m=5\). The transition point depends on the form chosen: adding only \(-2J\,\mathbf S_1\cdot\mathbf S_2\) to \(U(m-2)^2/2\) gives about 3.1 eV and a jump from about 0.38.

**Correlations between sites.** A cube of eight sites with nearest-neighbour hopping \(t\) has \(e_0=-1.5t\). The same \(U/U_c\) then means \(U=10.73t\).

| Method | \(d\) | \(E/t\) per site |
|---|---|---|
| Gutzwiller approximation | 0.0264 | −0.017 |
| Gutzwiller wave function, fully evaluated | 0.0279 | −0.227 |
| Exact diagonalization | 0.0276 | −0.337 |

The approximate \(d\) is about 4 percent below the exact value for this cluster, while the energy is far off. So small a cluster cannot establish a metallic mass, and the agreement in \(d\) is a crossing of two different curves: at \(U/U_c=0.7\) the approximate and exact values are 0.075 and 0.042, and at 0.95 they are 0.0125 and 0.025. At \(U=10.73t\) the exact state has a neighbour spin correlation of \(-0.37\), close to that of localized antiferromagnetically coupled spins, so its double occupancy comes mainly from virtual hopping.

### Comparison with a real switch material

The half-width of 1 eV and the mass ratio of 5 are rough values in the regime of metallic V\(_2\)O\(_3\). That oxide is metallic at room temperature and becomes insulating on cooling, at roughly 150 K, with a change of crystal structure. The free-energy estimate above has the opposite order, with the metal favoured at low temperature, so it does not describe this transition. Two assumptions are plainly broken. The low-temperature insulator is antiferromagnetic, whereas the model excludes magnetic order and the estimate gives the insulator the full entropy of free spins. On a two-sublattice lattice with this band, an antiferromagnetic Hartree-Fock state at \(U=3.04\) eV already has about \(-80\) meV per site, far below the approximate metal's \(-4.7\) meV. Vanadium also has several active orbitals, with two \(d\) electrons shared among three \(t_{2g}\) orbitals, a filling that neither model here has exactly, and the two-orbital estimates show that this matters: without Hund's coupling the inferred \(U\) rises by about half, while with it the critical \(U\) falls and the transition becomes first order. The lattice change is not included in either estimate. For such a material, "about 89 percent of critical" is a statement within the one-band Brinkman-Rice model, and neither the ratio nor the value of \(U\) in eV should be carried over to the oxide. The numerical output below lists the main values used here.

## Calculated quantities

```
input mass ratio m*/m            5.0
input half-width D               1.000 eV
hopping factor q                 0.2000
(U/Uc)^2                         0.8000
U/Uc                             0.89443
double occupancy d               0.02639
d from numerical minimum         0.02639
d relative to uncorrelated 1/4   10.56 %
singly occupied fraction 1-2d    0.94721
discarded root for d             0.47361
mass ratio, finite difference    5.0001
m*/m = 4: U/Uc                   0.8660
m*/m = 4: d                      0.0335
m*/m = 6: U/Uc                   0.9129
m*/m = 6: d                      0.0218
band energy e0 per site          -0.4244 eV
critical repulsion Uc            3.3953 eV
repulsion U                      3.0369 eV
distance Uc-U                    0.3585 eV
narrowed half-width qD           0.2000 eV
kinetic energy q e0              -84.88 meV
repulsion energy U d             80.15 meV
total energy of metal            -4.73 meV
virtual d in insulator           0.01355
virtual energy in insulator      -41.2 meV
temperature of use               300 K
kT                               25.85 meV
free-spin term -kT ln2           -17.92 meV
quasiparticle thermal term       -6.85 meV
metal energy + thermal term      -11.58 meV
crossing temperature, estimate   90 K
two orbitals: Uc                 5.0930 eV
two orbitals: U for same mass    4.4322 eV
two orbitals: U/Uc               0.8703
cube: e0                         -1.5000 t
cube: U                          10.7331 t
cube: d, approximation           0.0264
cube: d, Gutzwiller wave fn      0.0279
cube: d, exact diagonalization   0.0276
cube: E/site, approximation      -0.0167 t
cube: E/site, Gutzwiller wave fn -0.2268 t
cube: E/site, exact              -0.3367 t
```
